# Is the direct gap of a strained monolayer still at K?: verification in Python

```python
"""
Result under test: in a gapped honeycomb monolayer under uniaxial stress the
band extrema drift away from K linearly in strain, so the energy difference
at K exceeds the direct gap at second order in strain.
Symbols: e = strain along the load, nu = Poisson ratio, u = (1+nu)*e,
K = co-moving corner point (fixed fractional coordinates),
t, s = first- and second-neighbour hopping, beta, beta_s = their decay,
A = hbar^2/(2m) = band curvature coefficient. Units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

a = 0.32
d = a / np.sqrt(3)
t, s = 1.5, 0.08
beta, beta_s = 3.0, 5.0
nu = 0.25
gap0 = 2.2
D_gap = 6.0            # gap lowering per unit area strain, eV
e_main = 0.03

bonds0 = np.array([[0, d], [a / 2, -d / 2], [-a / 2, -d / 2]])
second0 = np.array([[a, 0], [-a / 2, 1.5 * d], [-a / 2, -1.5 * d]])
G0 = 2 * np.pi / a * np.array([[1, 1 / np.sqrt(3)], [1, -1 / np.sqrt(3)]])
K0 = G0.sum(axis=0) / 3
hbar2_2m0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def uniaxial(e, angle=0.0):
    """Strain tensor; angle of the load is measured from zigzag (x)."""
    c, w = np.cos(angle), np.sin(angle)
    R = np.array([[c, -w], [w, c]])
    return R @ np.diag([e, -nu * e]) @ R.T


class Sheet:
    def __init__(self, strain, decay=beta, gap_start=gap0):
        F = np.eye(2) + strain
        self.bonds = bonds0 @ F.T
        self.second = second0 @ F.T
        r1 = np.linalg.norm(self.bonds, axis=1) / d
        r2 = np.linalg.norm(self.second, axis=1) / a
        self.hop = t * np.exp(-decay * (r1 - 1))
        self.hop2 = s * np.exp(-beta_s * (r2 - 1))
        self.half = (gap_start - D_gap * np.trace(strain)) / 2
        self.G = G0 @ np.linalg.inv(F)
        self.K = self.G.sum(axis=0) / 3

    def bands(self, k):
        k = np.asarray(k, dtype=float)
        f = np.exp(1j * (k @ self.bonds.T)) @ self.hop
        h = 2 * np.cos(k @ self.second.T) @ self.hop2
        H = np.zeros(k.shape[:-1] + (2, 2), dtype=complex)
        H[..., 0, 0] = h + self.half
        H[..., 1, 1] = h - self.half
        H[..., 0, 1] = f
        H[..., 1, 0] = np.conj(f)
        return np.linalg.eigvalsh(H)

    def ec(self, k):
        return self.bands(k)[..., 1]

    def minus_ev(self, k):
        return -self.bands(k)[..., 0]

    def gap(self, k):
        E = self.bands(k)
        return E[..., 1] - E[..., 0]

    def lowest(self, func):
        simplex = self.K + np.array([[0, 0], [0.05, 0.01], [0.01, 0.05]])
        r = minimize(func, self.K, method="Nelder-Mead",
                     options=dict(initial_simplex=simplex, xatol=1e-9,
                                  fatol=1e-16, maxiter=400))
        return r.x, float(r.fun)

    def solve(self):
        self.kc, self.Ec = self.lowest(self.ec)
        self.kv, mv = self.lowest(self.minus_ev)
        self.kd, self.Edir = self.lowest(self.gap)
        self.Efund = self.Ec + mv
        self.EK = float(self.gap(self.K))
        return self

    def zone_grid(self, n=180):
        x = np.arange(n) / n
        m1, m2 = np.meshgrid(x, x, indexing="ij")
        return m1[..., None] * self.G[0] + m2[..., None] * self.G[1]

    def zone_corner(self):
        """Point equidistant from the origin and two reciprocal vectors."""
        return np.linalg.solve(self.G, (self.G**2).sum(axis=1) / 2)


def curvature(func, k, axis, step=0.01):
    """Coefficient A in func = const + A*q^2 along one axis."""
    q = np.eye(2)[axis] * step
    return (func(k + q) + func(k - q) - 2 * func(k)) / (2 * step**2)


def gradient(func, k, step=1e-4):
    return np.array([(func(k + q) - func(k - q)) / (2 * step)
                     for q in np.eye(2) * step])


# Unstrained sheet: K is the extremum; curvatures against closed forms
flat = Sheet(np.zeros((2, 2))).solve()
hv = np.sqrt(3) / 2 * t * a
A_D = hv**2 / gap0
C = 0.75 * s * a**2
A_c = curvature(flat.ec, flat.K, 0)
A_v = curvature(flat.minus_ev, flat.K, 0)
assert abs(A_c / (A_D + C) - 1) < 1e-3
assert abs(A_v / (A_D - C) - 1) < 1e-3
assert np.linalg.norm(gradient(flat.ec, flat.K)) < 1e-8
assert np.linalg.norm(gradient(flat.minus_ev, flat.K)) < 1e-8

# Control: biaxial strain keeps every extremum at K
biax = Sheet(0.03 * np.eye(2)).solve()
for k in (biax.kc, biax.kv, biax.kd):
    assert np.linalg.norm(k - biax.K) < 1e-5
assert abs(biax.EK - biax.Edir) < 1e-10

# Small strain: leading-order drifts and energies for several load angles
e_small = 2e-4
u = (1 + nu) * e_small
qD = beta * u / (2 * d)
qh = np.sqrt(3) * beta_s * u / (2 * a)
qc = (A_D * qD + C * qh) / (A_D + C)
qv = (A_D * qD - C * qh) / (A_D - C)
cost_lead = 9 / 16 * (t * beta * u)**2 / (gap0 / 2)
ind_lead = C**2 * (qh - qD)**2 * (1 / (A_D + C) + 1 / (A_D - C))
for angle in (0.0, 0.4, np.pi / 2):
    m = Sheet(uniaxial(e_small, angle)).solve()
    way = np.array([np.cos(2 * angle), -np.sin(2 * angle)])
    for k, q in ((m.kd, qD), (m.kc, qc), (m.kv, qv)):
        assert np.linalg.norm(k - m.K - q * way) < 0.01 * q
    split = (m.kc - m.kv) @ way
    assert abs(split / (qc - qv) - 1) < 0.03
    assert abs((m.EK - m.Edir) / cost_lead - 1) < 0.01
    assert abs((m.Edir - m.Efund) / ind_lead - 1) < 0.05
    gc, gv = gradient(m.ec, m.K), -gradient(m.minus_ev, m.K)
    assert np.linalg.norm(m.K - gc / (2 * A_c) - m.kc) < 0.01 * qc
    assert np.linalg.norm(m.K + gv / (2 * A_v) - m.kv) < 0.01 * qv
    general = np.sum((gc - gv)**2) / (4 * (A_c + A_v))
    assert abs(general / (m.EK - m.Edir) - 1) < 0.01

# The cost is quadratic, so the linear gap slope is common to all three gaps
m1 = Sheet(uniaxial(1e-3)).solve()
m2 = Sheet(uniaxial(2e-3)).solve()
order = np.log2((m2.EK - m2.Edir) / (m1.EK - m1.Edir))
assert abs(order - 2) < 0.02
slope = -D_gap * (1 - nu)
for name in ("EK", "Edir", "Efund"):
    tiny = Sheet(uniaxial(1e-5)).solve()
    num = (getattr(tiny, name) - getattr(flat, name)) / 1e-5
    assert abs(num / slope - 1) < 1e-3

# Main case, zigzag load
z = Sheet(uniaxial(e_main)).solve()
ar = Sheet(uniaxial(e_main, np.pi / 2)).solve()
grid = z.zone_grid()
for func, best in ((z.ec, z.Ec), (z.gap, z.Edir),
                   (z.minus_ev, z.Efund - z.Ec)):
    assert -1e-12 < func(grid).min() - best < 2e-3
t1, t2 = z.hop[:2]
kx = 2 / (a * (1 + e_main)) * np.arccos(-t1 / (2 * t2))
assert np.linalg.norm(z.kd - [kx, 0]) < 1e-6
assert abs(z.Edir - 2 * z.half) < 1e-10
assert abs(z.EK - 2 * np.hypot(z.half, t1 - t2)) < 1e-10
assert z.Efund < z.Edir < z.EK
um = (1 + nu) * e_main
cost_main = 9 / 16 * (t * beta * um)**2 / z.half

# Merging of the two zeros of the coupling at M, zigzag tension
def merge(e):
    hop = Sheet(uniaxial(e)).hop
    return hop[0] - 2 * hop[1]


e_merge = brentq(merge, 0.05, 0.5)
for e in (e_merge - 0.04, e_merge + 0.04):
    m = Sheet(uniaxial(e))
    low = m.gap(m.zone_grid()).min()
    rest = max(0.0, m.hop[0] - 2 * m.hop[1])
    assert abs(low - 2 * np.hypot(m.half, rest)) < 3e-3

# Sizes of neglected effects
kT = const.k * 300 / const.e
k_thermal = np.sqrt(kT / A_c)
k_photon = z.Edir * const.e / (const.hbar * const.c) * 1e-9
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
r_screen = 4.0


def binding(A_red, r0):
    """Variational exciton binding, trial function exp(-r/size)."""
    def energy(size):
        v = quad(lambda x: (1 + x * x / 4)**-1.5 / (1 + r0 * x / size),
                 0, np.inf)[0]
        return A_red / size**2 - coulomb * v / size
    r = minimize_scalar(energy, bounds=(0.02, 10), method="bounded",
                        options=dict(xatol=1e-7))
    return -r.fun


A_red0 = curvature(flat.gap, flat.K, 0)
Ax, Ay = (curvature(z.gap, z.kd, i) for i in (0, 1))
rydberg2d = 4 * coulomb**2 / (4 * A_red0)
assert abs(binding(A_red0, 0.0) / rydberg2d - 1) < 1e-4
Eb0 = binding(A_red0, r_screen)
Eb1 = binding(np.sqrt(Ax * Ay), r_screen)

so_split = 0.15
so = Sheet(uniaxial(e_main), gap_start=gap0 - so_split / 2).solve()
weak = Sheet(uniaxial(e_main), decay=2.0).solve()
strong = Sheet(uniaxial(e_main), decay=4.0).solve()
phonon, coupling = 0.025, 2.0
heat = coupling * phonon * (1 / np.tanh(phonon / (2 * kT)) - 1)
gamma_offset, gamma_rate = 0.10, 5.0
gamma_above = gamma_rate * e_main - gamma_offset

print(f"lattice constant {a} nm, bond {d:.4f} nm, Poisson ratio {nu}")
print(f"hoppings t {t} eV, s {s} eV; decays {beta}, {beta_s}")
print(f"unstrained gap {gap0} eV; area-strain coefficient {D_gap} eV")
print(f"hbar*v {hv:.4f} eV nm")
print(f"A_D {A_D:.5f}, C {C:.5f} eV nm^2")
print(f"electron mass {hbar2_2m0 / A_c:.3f} m0, "
      f"hole mass {hbar2_2m0 / A_v:.3f} m0")
print(f"linear gap slope {slope * 10:.1f} meV per % strain")
print(f"order of E_K - E_dir in strain {order:.3f}")
print(f"MAIN CASE: zigzag load, strain {100 * e_main:.1f} %")
print(f"strained hoppings t1 {t1:.4f}, t2 {t2:.4f} eV")
print(f"half gap Delta {z.half:.4f} eV; |f(K)| {t1 - t2:.4f} eV")
print(f"co-moving K at kx {z.K[0]:.4f} nm^-1")
print(f"drift of direct-gap point {z.kd[0] - z.K[0]:.4f} nm^-1")
print(f"linear formula for this drift {beta * um / (2 * d):.4f} nm^-1")
print(f"drift of conduction minimum {z.kc[0] - z.K[0]:.4f} nm^-1")
print(f"drift of valence maximum {z.kv[0] - z.K[0]:.4f} nm^-1")
print(f"E_K {z.EK:.5f} eV")
print(f"E_dir {z.Edir:.5f} eV")
print(f"E_fund {z.Efund:.5f} eV")
print(f"E_K - E_dir {1e3 * (z.EK - z.Edir):.2f} meV; "
      f"quadratic formula {1e3 * cost_main:.2f} meV")
print(f"E_dir - E_fund {1e3 * (z.Edir - z.Efund):.4f} meV")
print("strain %, E_dir eV, E_K eV, E_K-E_dir meV, drift nm^-1 (zigzag)")
for e in (0.01, 0.02, 0.03, 0.05):
    m = Sheet(uniaxial(e)).solve()
    print(f"{100 * e:.0f}, {m.Edir:.4f}, {m.EK:.4f}, "
          f"{1e3 * (m.EK - m.Edir):.2f}, {m.kd[0] - m.K[0]:.4f}")
print("excess over E_dir in meV, and kx in nm^-1, for each meaning of K")
for label, m in (("zigzag", z), ("armchair", ar)):
    print(f"{label}: direct-gap point kx {m.kd[0]:.4f}")
    for what, k in (("co-moving K", m.K), ("laboratory K", K0),
                    ("strained zone corner", m.zone_corner())):
        print(f"  {what}: kx {k[0]:.4f}, "
              f"excess {1e3 * (m.gap(k) - m.Edir):.2f}")
print(f"zeros merge at M at zigzag strain {100 * e_merge:.1f} %")
print("NEGLECTED EFFECTS (rough inputs), main case")
print(f"kT at 300 K {1e3 * kT:.2f} meV; "
      f"thermal wavevector {k_thermal:.3f} nm^-1")
print(f"photon wavevector at E_dir {k_photon:.4f} nm^-1")
print(f"spin-orbit splitting {so_split} eV: "
      f"E_K - E_dir becomes {1e3 * (so.EK - so.Edir):.2f} meV")
print(f"decay 2 or 4 instead of {beta}: E_K - E_dir "
      f"{1e3 * (weak.EK - weak.Edir):.2f} or "
      f"{1e3 * (strong.EK - strong.Edir):.2f} meV")
print(f"reduced mass along x {hbar2_2m0 / Ax:.4f}, "
      f"y {hbar2_2m0 / Ay:.4f}, unstrained {hbar2_2m0 / A_red0:.4f} m0")
print(f"exciton binding (screening length {r_screen} nm) "
      f"{Eb0:.3f} eV, change with strain {1e3 * (Eb1 - Eb0):.1f} meV")
print(f"phonon {1e3 * phonon:.0f} meV, coupling {coupling}: "
      f"gap lowering 0 to 300 K {1e3 * heat:.0f} meV")
print(f"Gamma maximum: assumed {1e3 * gamma_offset:.0f} meV below K, "
      f"rising {10 * gamma_rate:.0f} meV per %")
print(f"Gamma overtakes K at {100 * gamma_offset / gamma_rate:.1f} %; "
      f"at main strain it is {1e3 * gamma_above:.0f} meV above")
print("all assertions hold")
```

Printed output:

```
lattice constant 0.32 nm, bond 0.1848 nm, Poisson ratio 0.25
hoppings t 1.5 eV, s 0.08 eV; decays 3.0, 5.0
unstrained gap 2.2 eV; area-strain coefficient 6.0 eV
hbar*v 0.4157 eV nm
A_D 0.07855, C 0.00614 eV nm^2
electron mass 0.450 m0, hole mass 0.526 m0
linear gap slope -45.0 meV per % strain
order of E_K - E_dir in strain 2.002
MAIN CASE: zigzag load, strain 3.0 %
strained hoppings t1 1.5341, t2 1.4095 eV
half gap Delta 1.0325 eV; |f(K)| 0.1247 eV
co-moving K at kx 12.7087 nm^-1
drift of direct-gap point 0.3148 nm^-1
linear formula for this drift 0.3045 nm^-1
drift of conduction minimum 0.3297 nm^-1
drift of valence maximum 0.2975 nm^-1
E_K 2.08000 eV
E_dir 2.06500 eV
E_fund 2.06496 eV
E_K - E_dir 15.00 meV; quadratic formula 15.51 meV
E_dir - E_fund 0.0378 meV
strain %, E_dir eV, E_K eV, E_K-E_dir meV, drift nm^-1 (zigzag)
1, 2.1550, 2.1566, 1.63, 0.1026
2, 2.1100, 2.1166, 6.60, 0.2074
3, 2.0650, 2.0800, 15.00, 0.3148
5, 1.9750, 2.0174, 42.41, 0.5379
excess over E_dir in meV, and kx in nm^-1, for each meaning of K
zigzag: direct-gap point kx 13.0235
  co-moving K: kx 12.7087, excess 15.00
  laboratory K: kx 13.0900, excess 0.65
  strained zone corner: kx 12.9533, excess 0.73
armchair: direct-gap point kx 12.8998
  co-moving K: kx 13.1889, excess 13.92
  laboratory K: kx 13.0900, excess 6.09
  strained zone corner: kx 12.9532, excess 0.49
zeros merge at M at zigzag strain 23.9 %
NEGLECTED EFFECTS (rough inputs), main case
kT at 300 K 25.85 meV; thermal wavevector 0.553 nm^-1
photon wavevector at E_dir 0.0105 nm^-1
spin-orbit splitting 0.15 eV: E_K - E_dir becomes 15.56 meV
decay 2 or 4 instead of 3.0: E_K - E_dir 6.77 or 26.26 meV
reduced mass along x 0.2590, y 0.2209, unstrained 0.2425 m0
exciton binding (screening length 4.0 nm) 0.553 eV, change with strain -2.1 meV
phonon 25 meV, coupling 2.0: gap lowering 0 to 300 K 61 meV
Gamma maximum: assumed 100 meV below K, rising 50 meV per %
Gamma overtakes K at 2.0 %; at main strain it is 50 meV above
all assertions hold
```
